# Width of a Growing Top Facet Between Inclined Side Planes

A long crystal stripe grows through a window in a mask. Its cross-section is convex, with a flat top parallel to the mask and a plane side facet on either side. How does the width of the top change, and when does the answer cease to hold?

**Setting and conventions.** The $x$ axis runs across the stripe, along the mask surface, and $y$ is the height above the mask. The stripe is long enough for its ends to be ignored, so the problem is two-dimensional. The top has speed $v_{\rm top}>0$ and both side facets have speed $v_{\rm side}\ge 0$. Each speed is measured along the outward normal of its facet, is uniform over the facet and, unless stated otherwise, is constant in time.

The angle $a$, with $0<a<180^\circ$, lies between the outward normals of top and side. It is therefore the inclination of the side plane to the top plane; the angle inside the crystal at their common edge is $180^\circ-a$. Gas transport, surface diffusion and edge energy enter this model only through the given speeds.

**Data for the numerical parts.** A model cubic crystal has a (001) top and {111} sides, with the stripe axis along $[1\bar10]$. The round model parameters are a window of width $w_0=400$ nm, $v_{\rm top}=10$ nm/min and $v_{\rm side}=2$ nm/min.

## (a) The motion of an edge

**Find the sideways speed of the right-hand edge of the top, and from it the rate of change of the top width $w$.**

**Solution.** The top is the line

$$y=h_0+v_{\rm top}t .$$

The right-hand side facet has the unit normal $(\sin a,\cos a)$. Its distance from the origin, measured along this normal, grows at $v_{\rm side}$, so its line is

$$x\sin a+y\cos a=d_0+v_{\rm side}t .$$

The edge lies on both lines. Inserting the first into the second and solving for $x$ gives

$$x_{\rm e}(t)=\frac{d_0-h_0\cos a+(v_{\rm side}-v_{\rm top}\cos a)\,t}{\sin a}.$$

Division by $\sin a$ is allowed because $0<a<180^\circ$. The time derivative is the edge speed

$$c=\frac{dx_{\rm e}}{dt}=\frac{v_{\rm side}-v_{\rm top}\cos a}{\sin a}.$$

The left-hand edge is the mirror image and moves outward at the same speed. Hence

$$\boxed{\frac{dw}{dt}=2c=\frac{2\,(v_{\rm side}-v_{\rm top}\cos a)}{\sin a}}$$

The two terms have separate origins. The advance of the side plane carries the edge outward by $v_{\rm side}/\sin a$ per unit time. The rise of the top moves the edge along the sloping side plane, which for $a<90^\circ$ leans inward, and this takes away $v_{\rm top}\cot a$.

If the two sides differ in angle or speed, each edge has its own $c$, and $dw/dt$ is the sum of the two. If the speeds vary in time, differentiating the two line equations gives the same rate with the momentary speeds. The width is then in general no longer linear in time.

## (b) Sign and limiting cases

**When does the top narrow? Examine $a=90^\circ$, a side that does not grow, and equal speeds.**

**Solution.** Since $\sin a>0$, the sign of $dw/dt$ is that of $v_{\rm side}-v_{\rm top}\cos a$. The top narrows if

$$v_{\rm side}<v_{\rm top}\cos a ,$$

keeps its width at equality, and widens otherwise. The side is thus to be compared with the component $v_{\rm top}\cos a$, and not with $v_{\rm top}$ itself. A side facet slower than the top can still leave the top widening.

- For $a=90^\circ$ we have $\cos a=0$ and $\sin a=1$, so $dw/dt=2v_{\rm side}$. Vertical walls move outward, and the rise of the top has no influence on its width.
- For $v_{\rm side}=0$ the rate is $-2v_{\rm top}\cot a$. The top climbs between two fixed planes, and for $a<90^\circ$ it narrows.
- For $v_{\rm side}=v_{\rm top}=v$ the half-angle identities $1-\cos a=2\sin^2(a/2)$ and $\sin a=2\sin(a/2)\cos(a/2)$ give
$$\frac{dw}{dt}=2v\,\frac{1-\cos a}{\sin a}=2v\tan\frac a2>0 .$$
- For $a>90^\circ$ the sides overhang and $\cos a<0$. Both terms of the numerator then favour widening.

For the model crystal, the normals $(0,0,1)$ and $(1,1,1)$ give $\cos a=1/\sqrt3=0.5774$, so $a=54.74^\circ$ and $\sin a=0.8165$. The width would stay constant at $v_{\rm side}=10\times0.5774=5.77$ nm/min. The chosen 2 nm/min is below this, and

$$\frac{dw}{dt}=\frac{2\,(2-5.774)}{0.8165}\approx-9.24\ \text{nm/min}.$$

## (c) A stripe that starts in the window

**The film starts with zero thickness and fills the window. Find the length of a side facet, the motion of its foot on the mask, the time at which the top vanishes, and the motion of the ridge that follows.**

**Solution.** We assume that nothing grows on the mask itself and that the crystal may spread over it without hindrance. At $t=0$ the side plane passes through the window edge $(w_0/2,0)$, so $h_0=0$ and $d_0=\tfrac12w_0\sin a$.

*Foot.* Setting $y=0$ in the equation of the side plane gives

$$x_{\rm f}=\frac{w_0}{2}+\frac{v_{\rm side}}{\sin a}\,t .$$

Each foot spreads over the mask at $v_{\rm side}/\sin a=2/0.8165=2.45$ nm/min, even while the top narrows.

*Side facet.* The horizontal distance from the top edge to the foot is

$$x_{\rm f}-x_{\rm e}=\frac{v_{\rm side}-(v_{\rm side}-v_{\rm top}\cos a)}{\sin a}\,t=v_{\rm top}t\cot a ,$$

and the vertical distance is $v_{\rm top}t$. The length of the facet in the cross-section is therefore

$$\ell=v_{\rm top}t\sqrt{1+\cot^2a}=\frac{v_{\rm top}t}{\sin a}.$$

It grows for every $v_{\rm top}>0$. In this geometry, with no further facets, the side facet cannot vanish while the top exists. After 20 min it is $200/0.8165=244.9$ nm long.

*End of the top.* The width is $w=w_0+2ct$. If the top narrows, $w=0$ at

$$t^*=\frac{w_0}{-2c}=\frac{w_0\sin a}{2\,(v_{\rm top}\cos a-v_{\rm side})}.$$

For the model stripe, $w=400-9.243\times20=215.1$ nm after 20 min. The top vanishes at $t^*=400/9.243\approx43.3$ min, when the stripe is $v_{\rm top}t^*\approx433$ nm high.

*Ridge.* For $t>t^*$ the two side planes meet at $x=0$. There the plane equation reads $y\cos a=d_0+v_{\rm side}t$, so the ridge rises at

$$\frac{dy}{dt}=\frac{v_{\rm side}}{\cos a}=\frac{2}{0.5774}=3.46\ \text{nm/min}.$$

Narrowing requires $v_{\rm side}<v_{\rm top}\cos a$, and with it $a<90^\circ$, so the ridge always rises more slowly than the top did. Here the vertical growth falls abruptly from 10 to 3.46 nm/min. The law of part (a) has ended because the facet it describes is gone.

## (d) A side facet that vanishes

**Another stripe is 300 nm high and has vertical {110} walls 600 nm apart. Between the top and each wall lies a {111} chamfer 60 nm long. The speeds are 10 nm/min for the top, 9 nm/min for the chamfers and 1 nm/min for the walls. How does the top width change?**

**Solution.** The result of part (a) holds for the end of any facet at a convex edge, the only kind between the facets of this cross-section; at a re-entrant edge the sign of the expression below is reversed. If a facet of speed $v_i$ meets a neighbour of speed $v_j$, and $\varphi$ is the angle between their outward normals, its end moves outward along the facet at $(v_j-v_i\cos\varphi)/\sin\varphi$. This follows by turning the coordinates so that the facet in question plays the part of the top.

The chamfer, of speed $v_{\rm c}$, has the top as its upper neighbour, with $\varphi=a$. Its lower neighbour is the wall, with $\varphi=90^\circ-a$, for which $\cos\varphi=\sin a$ and $\sin\varphi=\cos a$. Adding the motions of both ends gives

$$\frac{d\ell}{dt}=\frac{v_{\rm top}-v_{\rm c}\cos a}{\sin a}+\frac{v_{\rm wall}-v_{\rm c}\sin a}{\cos a}.$$

With the numbers,

$$\frac{d\ell}{dt}=\frac{10-5.196}{0.8165}+\frac{1-7.348}{0.5774}\approx5.883-10.996\approx-5.11\ \text{nm/min}.$$

The upper end gains length, but the lower end loses more. The chamfer vanishes after $60/5.112=11.74$ min.

Until then the top is bounded by the chamfers and widens at

$$\frac{dw}{dt}=\frac{2\,(9-5.774)}{0.8165}\approx7.90\ \text{nm/min}.$$

Afterwards its neighbours are the vertical walls, and the case $a=90^\circ$ of part (b) gives $2v_{\rm wall}=2.0$ nm/min. The top persists throughout, yet its rate drops to about a quarter.

The width itself has no jump. It starts at $600-2\times60\times0.5774=530.7$ nm and gains $7.903\times11.74=92.8$ nm, which makes 623.5 nm. The distance between the walls at that moment is $600+2\times11.74=623.5$ nm, as it must be when the chamfers have shrunk to nothing.

## (e) A facet that appears

**Return to the stripe of part (c). Let a plane with inclination $b$, $0<b<a$, have speed $v_b$. When does it open at the edge between top and side, and what happens to the top width? Apply the result to {113}.**

**Solution.** We take the edge to be slightly rounded, so that it contains the orientations between its two neighbours; this is an assumption of the model, which a real edge need not satisfy. We idealise this by a plane of inclination $b$ that passes through the sharp edge at the start, and we assume no barrier to its growth.

The unit normal of this plane is $(\sin b,\cos b)$. The edge between top and side has velocity $(c,v_{\rm top})$, so it advances along this normal at

$$v_b^{\rm th}=c\sin b+v_{\rm top}\cos b .$$

If $v_b\ge v_b^{\rm th}$, the plane stays ahead of the edge, or just touches it, and cuts nothing from the crystal. If $v_b<v_b^{\rm th}$, the plane falls behind the point where top and side would meet. It truncates the corner, and a new facet opens.

Inserting $c$ and using a common denominator gives

$$v_b^{\rm th}=\frac{v_{\rm side}\sin b-v_{\rm top}\cos a\sin b+v_{\rm top}\sin a\cos b}{\sin a}
=\frac{v_{\rm top}\sin(a-b)+v_{\rm side}\sin b}{\sin a}.$$

Once the new facet is open, it is the neighbour of the top, and part (a) applies with $b$ and $v_b$:

$$\frac{dw}{dt}=\frac{2\,(v_b-v_{\rm top}\cos b)}{\sin b}.$$

The opening condition $v_b<c\sin b+v_{\rm top}\cos b$ can be rearranged to $(v_b-v_{\rm top}\cos b)/\sin b<c$. A new facet therefore always makes $dw/dt$ smaller than the original law predicts: a narrowing top narrows faster, and a widening one widens more slowly or begins to narrow.

The survival of the top and the original side facets is thus not enough for the law of part (a). They must also remain neighbours, with no third facet between them.

For {113}, $\cos b=3/\sqrt{11}=0.9045$, so $b=25.24^\circ$ and $\sin b=0.4264$. With $c=-4.622$ nm/min the threshold is

$$v_{113}^{\rm th}=-4.622\times0.4264+10\times0.9045\approx7.07\ \text{nm/min}.$$

A {113} speed of 8 nm/min is below that of the top, but the facet still does not open. At 6 nm/min it does, and then

$$\frac{dw}{dt}=\frac{2\,(6-9.045)}{0.4264}\approx-14.28\ \text{nm/min}.$$

The 400 nm top now lasts $400/14.28\approx28$ min instead of 43 min, although neither $v_{\rm top}$ nor the {111} speed has changed.

## (f) The same edge from a continuous surface

**For $a<90^\circ$, describe the surface by its height $h(x,t)$ and let the normal speed $v(\theta)$ depend on the local inclination $\theta$. Recover the edge speed without assuming that the surface consists of facets, and express the condition of part (e) for a sharp edge in this description.**

**Solution.** A surface element inclined at $\theta$ that advances by $v\,dt$ along its normal raises the surface by $v\,dt/\cos\theta$ at fixed $x$. The inclination follows from the slope by $|h_x|=\tan\theta$, where subscripts $x$ and $t$ denote derivatives. Hence

$$h_t=H(h_x),\qquad H=\frac{v(\theta)}{\cos\theta}.$$

At the right-hand edge the slope jumps from $0$ to $-\tan a$, but the height is continuous. Following the height along the moving edge must give the same rate from both sides. With $h_t+c\,h_x$ evaluated on the left and on the right,

$$v_{\rm top}+c\cdot0=\frac{v_{\rm side}}{\cos a}-c\tan a .$$

Solving for $c$ and then multiplying numerator and denominator by $\cos a$ gives

$$c=\frac{v_{\rm side}/\cos a-v_{\rm top}}{\tan a}=\frac{v_{\rm side}-v_{\rm top}\cos a}{\sin a},$$

in agreement with part (a). In a plot of $H$ against $|h_x|$, $c$ is the slope of the chord that joins the points of top and side.

The condition of part (e) also has a place in this plot. Dividing $v_b\ge c\sin b+v_{\rm top}\cos b$ by $\cos b>0$ gives

$$\frac{v_b}{\cos b}\ \ge\ v_{\rm top}+c\tan b .$$

The left side is $H$ at inclination $b$, and the right side is the height of the chord there. The edge stays sharp if $H$ lies on or above the chord for all inclinations between $0$ and $a$. If $H$ dips below it anywhere, the edge opens, under the assumption of part (e) that the intermediate orientations are present and grow without a barrier; continuity of the height alone would also allow the sharp edge. Not every orientation below the chord need then appear, because one that opens can cut off others.

This equation can be integrated on a grid with no rule for locating or moving an edge. The numerical output contains two such runs. In the first, $H$ lies above the chord, with a {113} speed of 8.28 nm/min. The top width changes at $-9.244$ nm/min, against $-9.243$ nm/min from the formula, and the later ridge rises at 3.464 nm/min, as in part (c). In the second, the {113} speed is 6 nm/min and $H$ dips below the chord. The rate becomes $-14.284$ nm/min, the value for a top bounded by {113}.

The agreement checks the geometry, not the assumption of prescribed speeds. If facets exchange atoms by diffusion, their speeds may depend on their widths. The relation of part (a) then still gives the momentary rate for uniformly advancing facets, but the straight-line $w(t)$ and the lifetime $t^*$ of part (c) no longer follow from it.

## Computed values

```
angle a, (001) to (111): 54.74 deg
cos a: 0.5774   sin a: 0.8165
window width: 400 nm
v_top: 10.0 nm/min   v_side: 2.0 nm/min
v_side for constant width: 5.774 nm/min
speed of one top edge: -4.622 nm/min
top width rate, formula: -9.243 nm/min
top width rate, moving planes: -9.243 nm/min
top width rate, grid: -9.244 nm/min
top width at 10 min: 307.6 nm
top width at 20 min: 215.1 nm
top width at 30 min: 122.7 nm
top width at 40 min: 30.3 nm
side facet length at 20 min: 244.9 nm
top vanishes at: 43.28 min
height when top vanishes: 432.8 nm
ridge speed afterwards, formula: 3.464 nm/min
ridge speed afterwards, grid: 3.464 nm/min
spreading of each foot on mask: 2.449 nm/min
angle b, (001) to (113): 25.24 deg
cos b: 0.9045   sin b: 0.4264
threshold speed of {113}: 7.075 nm/min
{113} speed in grid run with sharp edge: 8.281 nm/min
chosen slow {113} speed: 6.0 nm/min
top width rate with slow {113}, formula: -14.284 nm/min
top width rate with slow {113}, grid: -14.284 nm/min
chamfer example, initial height: 300 nm
chamfer example, distance between walls: 600 nm
chamfer example, initial chamfer length: 60 nm
chamfer example, v_top: 10.0 nm/min
chamfer example, {111} speed: 9.0 nm/min
chamfer example, {110} wall speed: 1.0 nm/min
chamfer length rate: -5.112 nm/min
chamfer vanishes at: 11.74 min
top width rate before: 7.903 nm/min
top width rate after: 2.000 nm/min
```
